# From hydrogen adsorption energy to room-temperature free energy

## Problem

An electronic-structure calculation gives the energy change $\Delta E$ of

$$\tfrac12\mathrm H_2(\mathrm g)+{*}\;\longrightarrow\;\mathrm H^* ,$$

where $*$ is an empty surface site and $\mathrm H^*$ an adsorbed atom. The nuclei are at rest at their energy minima, so $\Delta E$ contains neither vibration nor temperature. Write the free energy change at 298.15 K and 1 bar as $\Delta G=\Delta E+C$.

The following data are supplied. The adsorbate is a model with round values, not a particular metal surface.

- Vibrations of $\mathrm H^*$: 1200, 800 and 800 cm⁻¹.
- Vibration of $\mathrm H_2$: 4400 cm⁻¹.
- Molar entropy of $\mathrm H_2$ gas: 131.0 J/(mol K), without nuclear-spin entropy.

(a) Calculate the short correction, which keeps the zero-point energies and the gas entropy and drops all other thermal terms. Compare it with the familiar 0.24 eV.

(b) Show where the supplied gas entropy comes from.

(c) Calculate the terms dropped in (a) and the complete harmonic correction.

(d) Find how the complete correction depends on temperature, pressure and the adsorbate frequencies.

(e) For $\Delta E=-0.30$ eV, compare the coverages predicted with the two corrections, and express the result as an electrode potential.

## Solution

### The terms in the correction

For each species the free energy per particle is

$$G=E+Z+[H(T)-H(0)]-TS ,$$

where $E$ is the electronic energy at the minimum, $Z$ the zero-point energy, $H(T)-H(0)$ the enthalpy gained on heating from absolute zero, and $S$ the entropy per particle.

The atom is bound at one given site and has three vibrational modes, treated as independent harmonic oscillators. The vibrations of the surface atoms are taken to be unchanged by adsorption, so they cancel between $\mathrm H^*$ and $*$. The pressure–volume term of an adsorbed atom is negligible: 1 bar times an atomic volume of some $10^{-29}$ m³ is about $10^{-5}$ eV. Its thermal enthalpy is therefore its thermal vibrational energy $U_{\rm vib}$. Subtracting the empty site and half a gas molecule gives

$$C=Z_{\rm ads}-\tfrac12Z_{\rm gas}+U_{\rm vib}-\tfrac12[H(T)-H(0)]_{\rm gas}-TS_{\rm vib}+\tfrac12TS_{\rm gas}. \tag{1}$$

The last sign is positive because the gas entropy is lost on adsorption, and the factor one half appears because each molecule supplies two atoms.

Nuclear spin may be left out. A molecule has $2\times2=4$ nuclear spin states, which contribute $-kT\ln4$ to its free energy; half of this is $-kT\ln2$. The adsorbed atom has two spin states and also contributes $-kT\ln2$. The two cancel, provided that the gas entropy is quoted without the spin part, as it is here.

### (a) The short correction

Of equation (1) the short form keeps

$$C_{\rm short}=Z_{\rm ads}-\tfrac12Z_{\rm gas}+\tfrac12TS_{\rm gas}. \tag{2}$$

A harmonic mode of wavenumber $\tilde\nu$ has levels $hc\tilde\nu(n+\tfrac12)$, so its zero-point energy is $\tfrac12hc\tilde\nu$. With 1 cm⁻¹ equal to 0.123984 meV,

$$Z_{\rm ads}=\tfrac12(1200+800+800)\times0.123984\ \text{meV}=0.1736\ \text{eV},$$

$$\tfrac12Z_{\rm gas}=\tfrac12\cdot\tfrac12\cdot4400\times0.123984\ \text{meV}=0.1364\ \text{eV}.$$

The difference is $+0.0372$ eV. It is positive because three moderately stiff modes replace half of one very stiff mode.

The entropy is given per mole, and 1 eV per particle is 96.485 kJ/mol. Hence

$$TS_{\rm gas}=\frac{298.15\times131.0\ \text{J/mol}}{96\,485\ \text{J/mol per eV}}=0.4048\ \text{eV},\qquad \tfrac12TS_{\rm gas}=0.2024\ \text{eV}.$$

The sum is

$$C_{\rm short}=0.0372+0.2024=0.2396\ \text{eV}\quad(23.12\ \text{kJ/mol}).$$

This is the familiar 0.24 eV. About five sixths of it is lost gas entropy, which is the same for every surface. The rest depends on the adsorbate frequencies, so 0.24 eV is not a universal constant: a surface whose three wavenumbers add up to 160 cm⁻¹ more has a short correction larger by $\tfrac12\times160\times0.124$ meV, or 0.01 eV.

### (b) The origin of the gas entropy

Treat $\mathrm H_2$ as an ideal gas of molecules of mass $m$. In one dimension, a box of length $L$ has levels $h^2n^2/(8mL^2)$. When the levels are dense compared with $kT$, the sum over states becomes an integral:

$$\sum_{n\ge1}e^{-an^2}\simeq\int_0^\infty e^{-an^2}dn=\tfrac12\sqrt{\frac{\pi}{a}}=\frac L\Lambda,\qquad a=\frac{h^2}{8mL^2kT},\quad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Three dimensions give $V/\Lambda^3$. Let $q_{\rm rot}$ be the rotational sum, and put $q=q_{\rm rot}V/\Lambda^3$. For $N$ indistinguishable molecules, $F=-kT\ln(q^N/N!)$. With $\ln N!\simeq N\ln N-N$, the derivative $\partial F/\partial N$ at fixed volume is $-kT\ln(q/N)$. Since $V/N=kT/p$, the thermal part of the chemical potential is

$$\mu_{\rm th}=-kT\ln\!\left(\frac{kT}{p\Lambda^3}\right)-kT\ln q_{\rm rot}. \tag{3}$$

Vibrational excitation of the gas is ignored: for 4400 cm⁻¹ the ratio $hc\tilde\nu/kT$ is about 21, and $e^{-21}$ is below $10^{-9}$.

The rotational levels are $k\Theta J(J+1)$ with degeneracy $2J+1$. Even $J$ goes with one nuclear spin state and odd $J$ with three. When $T$ is well above $\Theta$, the sum over all $J$ is close to $\int_0^\infty(2J+1)e^{-\Theta J(J+1)/T}dJ=T/\Theta$, and the even and odd levels each supply half of it. Dividing by 4 to remove the spin states,

$$q_{\rm rot}\simeq\frac14\left(1\cdot\frac{T}{2\Theta}+3\cdot\frac{T}{2\Theta}\right)=\frac{T}{2\Theta}.$$

The entropy is $S=-(\partial\mu/\partial T)_p$. Because $\Lambda^{-3}\propto T^{3/2}$, the first logarithm in (3) contains $T^{5/2}$, and its derivative adds $\tfrac52k$. The second contains $T$ and adds $k$. Per mole,

$$S_{\rm gas}=R\left[\frac52+\ln\frac{kT}{p\Lambda^3}\right]+R\left[1+\ln\frac{T}{2\Theta}\right]. \tag{4}$$

A coupled-cluster calculation (CCSD, cc-pVTZ basis) of the $\mathrm H_2$ potential curve gives a bond length of 0.7426 Å and hence $\Theta=87.3$ K. For two electrons this method leaves out no correlation within the basis, so the error of the curve comes mainly from the finite basis. The molecule is then treated as a rigid rotor with this bond length. Zero-point motion and rotation stretch a real molecule slightly, which lowers its rotational energies; neglecting this makes the calculated entropy a little too low. With $\Lambda=71.22$ pm, the translational term of (4) is 117.60 J/(mol K) and the rotational term 12.77 J/(mol K), together 130.37 J/(mol K). Explicit sums over box and rotational levels, with the even and odd levels in equilibrium, give 130.42 J/(mol K). This close agreement holds for the entropy only. Since $T/\Theta$ is just 3.4, the level sum gives $q_{\rm rot}=1.88$ against $T/(2\Theta)=1.71$. The leading correction cancels in the entropy, but not in the chemical potential or the enthalpy, as part (c) shows.

The supplied 131.0 J/(mol K) is higher by 0.6 J/(mol K). Allowing the molecule to stretch raises the calculated entropy to about 130.7 J/(mol K), the tabulated standard value, and so accounts for half of the gap; the other half arises because the supplied figure is a round one. In the correction this amounts to $\tfrac12\times298.15\times0.6$ J/mol, or 0.001 eV. Nine tenths of the entropy is translational: what the atom loses on adsorption is mainly the freedom to move through the gas volume.

### (c) The dropped terms and the complete correction

**Adsorbate.** For one mode let $x=hc\tilde\nu/kT$. Measured from the zero-point level, the sum over states is a geometric series,

$$q=\sum_{n\ge0}e^{-nx}=\frac1{1-e^{-x}},\qquad F_{\rm th}=-kT\ln q=kT\ln(1-e^{-x}).$$

The mean thermal energy is $kT$ times the mean quantum number times $x$. The mean quantum number is

$$\bar n=-\frac{d\ln q}{dx}=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.$$

From $S=(U-F_{\rm th})/T$, and summing over the modes,

$$U_{\rm vib}=kT\sum_i\frac{x_i}{e^{x_i}-1},\qquad S_{\rm vib}=k\sum_i\left[\frac{x_i}{e^{x_i}-1}-\ln(1-e^{-x_i})\right]. \tag{5}$$

At 298.15 K, $kT=0.02569$ eV, so $x=5.791$ for the 1200 cm⁻¹ mode and $x=3.861$ for each 800 cm⁻¹ mode. The terms $x/(e^x-1)$ are 0.0177 and 0.0830, and the terms $-\ln(1-e^{-x})$ are 0.0031 and 0.0213. Therefore

$$U_{\rm vib}=0.02569\,(0.0177+2\times0.0830)=0.0047\ \text{eV},$$

$$TS_{\rm vib}=0.0047+0.02569\,(0.0031+2\times0.0213)=0.0059\ \text{eV}.$$

The two largely cancel in the free energy, leaving $U_{\rm vib}-TS_{\rm vib}=-0.0012$ eV. The modes are stiff compared with $kT$, so the atom stays mostly in its vibrational ground state.

**Gas.** The thermal enthalpy follows from $H=\mu+TS$. In this combination the logarithms of (3) and (4) cancel, and what is left is

$$[H(T)-H(0)]_{\rm gas}\simeq\tfrac52kT+kT=\tfrac72kT=0.0899\ \text{eV}. \tag{6}$$

The $\tfrac52kT$ consists of $\tfrac32kT$ of translational energy and $pV=kT$ per molecule; the further $kT$ is rotational energy. Half of the total, 0.0450 eV, enters the correction with a negative sign, because the gas gives up this enthalpy when it is adsorbed.

**Sum.** Putting everything into (1),

$$C_{\rm full}=C_{\rm short}+U_{\rm vib}-TS_{\rm vib}-\tfrac74kT . \tag{7}$$

The rounded entries give $0.2396-0.0012-0.0450=0.1934$ eV; without intermediate rounding the result is

$$C_{\rm full}=0.1935\ \text{eV}\quad(18.67\ \text{kJ/mol}).$$

The short correction is thus 0.046 eV higher than the complete harmonic one for the same data. The last digit depends on the classical value $\tfrac72kT$: with the level-sum enthalpy of 0.0876 eV given below, the difference is 0.045 eV. Nearly all of this is the thermal enthalpy of the gas. Adding the adsorbate entropy alone to the short form would give $0.2396-0.0059=0.2337$ eV, which leaves the main omission untouched.

The omitted gas term $\tfrac74kT$ does not depend on the surface. It therefore cancels when two surfaces are compared with the same correction, but it does not cancel when $\Delta G$ is compared with zero.

**Check by level sums.** The correction can also be obtained without splitting it into enthalpy and entropy, as the free energy of the three oscillators minus half the chemical potential of the gas, both from explicit sums over levels. With the computed potential curve for $\mathrm H_2$, this gives 0.1948 eV, higher than $C_{\rm full}$ by a little over 0.001 eV. Three small differences account for it:

- The zero-point energy from the radial Schrödinger equation on the computed curve is 0.2705 eV, against 0.2728 eV for the supplied harmonic mode. Half the difference raises the correction by about 0.0011 eV.
- The lower gas entropy found in (b) reduces it by about 0.0009 eV.
- The thermal enthalpy from the level sums is 0.0876 eV instead of 0.0899 eV. Half the difference raises the correction by about 0.0012 eV.

The third item is a quantum effect of rotation. Put $t=\Theta/T$ and $f(J)=(2J+1)e^{-tJ(J+1)}$. The Euler–Maclaurin formula adds $\tfrac12f(0)-\tfrac1{12}f'(0)\simeq\tfrac12-\tfrac16=\tfrac13$ to the integral $1/t$, so the rotational sum is proportional to $T/\Theta+\tfrac13$. The rotational energy is then

$$kT^2\frac{d}{dT}\ln\!\left(\frac T\Theta+\frac13\right)=\frac{kT}{1+\Theta/(3T)}\simeq kT-\tfrac13k\Theta .$$

The shift $\tfrac13k\Theta$ is 0.0025 eV, close to the 0.0023 eV found. This estimate still takes the even and odd sums as equal.

### (d) Temperature, pressure and frequencies

**Temperature.** The complete correction is a difference of free energies, $C_{\rm full}=Z_{\rm ads}+F_{\rm th}-\tfrac12\mu$, where $F_{\rm th}$ is now summed over the three modes and $\mu=Z_{\rm gas}+\mu_{\rm th}$. Its derivative at constant pressure is

$$\left(\frac{\partial C_{\rm full}}{\partial T}\right)_p=\tfrac12S_{\rm gas}-S_{\rm vib}.$$

With the numbers above this is $(0.2024-0.0059)\ \text{eV}/298.15\ \text{K}$, or 0.66 meV/K. Heating by 10 K near room temperature makes adsorption less favourable by about 7 meV. In the formal limit $T\to0$ of the ideal gas all thermal terms vanish, and the zero-point difference of 0.0372 eV remains.

**Pressure.** In (3) the pressure enters as $+kT\ln p$, and half of it is subtracted:

$$C_{\rm full}(p)=C_{\rm full}(1\ \text{bar})-\tfrac12kT\ln\frac{p}{1\ \text{bar}} .$$

Lowering the pressure tenfold raises the correction by $\tfrac12\times0.02569\times2.303=0.030$ eV. A correction quoted without its pressure is therefore incomplete.

**Frequencies.** One mode contributes $\tfrac12hc\tilde\nu+kT\ln(1-e^{-x})$. Its derivative with respect to $\tilde\nu$ is $hc(\tfrac12+\bar n)$. For the stiff modes used here $\bar n$ is about 0.02 or less, so an error of 100 cm⁻¹ in one mode changes the correction by a little over 6 meV.

For a soft mode the picture is different. As $x\to0$, $1-e^{-x}\to x$, and the contribution tends to $kT\ln x$, which falls without limit. This is a failure of the harmonic model, because a real atom has only a finite region to move in. If the soft mode carries the atom along the surface from one site to the next, the motion has to be treated as hindered or free translation. An imaginary frequency likewise cannot be put into (5), since the structure is then not a minimum.

### (e) Coverage and electrode potential

Let $M$ equivalent sites each hold at most one atom, and let the atoms not interact. In equilibrium with the gas, an adsorbed atom has chemical potential $\tfrac12\mu_{\mathrm H_2}$, where $\mu_{\mathrm H_2}$ includes the electronic energy. Relative to an empty site, an occupied site then has statistical weight $y=e^{-\Delta G/kT}$, since $\Delta G$ is the free energy of the bound atom less half that of the molecule. There are $\binom MN$ ways to place $N$ atoms, so

$$\Xi=\sum_{N=0}^M\binom MN y^N=(1+y)^M,\qquad \theta=\frac{\langle N\rangle}{M}=\frac yM\frac{d\ln\Xi}{dy}=\frac{y}{1+y},$$

and hence

$$\frac{\theta}{1-\theta}=e^{-\Delta G/kT}. \tag{8}$$

The entropy of arranging the atoms over the sites is in the binomial factor and must not be added to $C$ as well. At $\Delta G=0$ half the sites are filled. Since $\Delta G$ contains $-\tfrac12kT\ln p$, the ratio in (8) grows as $\sqrt p$, as expected when a molecule splits into two adsorbed atoms.

For $\Delta E=-0.30$ eV the two corrections give

$$\Delta G_{\rm short}=-0.30+0.2396=-0.0604\ \text{eV},\qquad \Delta G_{\rm full}=-0.30+0.1935=-0.1065\ \text{eV}.$$

The exponents in (8) are $0.0604/0.02569=2.35$ and $0.1065/0.02569=4.15$, and the coverages are 0.913 and 0.984. These look similar, but the fraction of empty sites falls from about 9% to under 2%. The ratio $\theta/(1-\theta)$ differs by the factor

$$e^{(C_{\rm short}-C_{\rm full})/kT}=e^{0.0461/0.02569}=6.02,$$

whatever the value of $\Delta E$. With the level-sum enthalpy of the gas in place of $\tfrac72kT$ the factor is about 5.8, so it is best read as roughly six. At such high coverage neighbouring atoms may interact noticeably. Then $\Delta E$ depends on $\theta$, and (8) with a constant $\Delta G$ no longer holds.

The same free energy describes adsorption from solution. At the potential of the reversible hydrogen electrode with gas at 1 bar, $\mathrm H^++e^-$ is in equilibrium with $\tfrac12\mathrm H_2$, so the two have equal free energy. Raising the electrode potential by $U$ lowers the energy of an electron by $eU$, where $e$ is the elementary charge. The reactants of $\mathrm H^++e^-+{*}\to\mathrm H^*$ are then more stable by that amount, and

$$\Delta G(U)=\Delta G(0)+eU .$$

This assumes that the binding of $\mathrm H^*$ itself is not altered by the interfacial field or by water. Half coverage is reached where $\Delta G(U)=0$, at $U=-\Delta G(0)/e$. This is $+0.06$ V with the short correction and $+0.11$ V with the complete one. Within this model the omitted thermal terms thus appear directly as a shift in the predicted adsorption potential, of 0.046 V with the classical gas enthalpy and 0.045 V with the level-sum value.

The full set of values is in the numerical output below.

## Computed results

```
Temperature: 298.15 K
Pressure: 1.0 bar
Supplied H* modes: 1200 800 800 cm^-1
Supplied H2 mode: 4400 cm^-1
Supplied H2 entropy: 131.0 J/(mol K)
kT: 0.02569 eV
1 cm^-1: 0.123984 meV
1 eV per particle: 96.485 kJ/mol
ZPE of H*: 0.1736 eV
ZPE of H2, harmonic: 0.2728 eV
Half ZPE of H2: 0.1364 eV
ZPE difference: 0.0372 eV
T*S of H2: 0.4048 eV
Half T*S of H2: 0.2024 eV
SHORT CORRECTION: 0.2396 eV
SHORT CORRECTION: 23.12 kJ/mol
x for 1200 cm^-1 mode: 5.791 (no unit)
x for 800 cm^-1 mode: 3.861 (no unit)
U_vib of H*: 0.0047 eV
T*S_vib of H*: 0.0059 eV
U_vib - T*S_vib: -0.0012 eV
Thermal enthalpy of H2, 7/2 kT: 0.0899 eV
Half thermal enthalpy of H2: 0.0450 eV
FULL CORRECTION: 0.1935 eV
FULL CORRECTION: 18.67 kJ/mol
Short minus full: 0.0461 eV
Full correction from level sums: 0.1948 eV
CCSD/cc-pVTZ H2 bond length: 0.7426 angstrom
CCSD/cc-pVTZ H2 harmonic mode: 4409 cm^-1
CCSD/cc-pVTZ H2 anharmonic ZPE: 0.2705 eV
H2 rotational temperature: 87.3 K
H2 thermal wavelength: 71.22 pm
H2 translational entropy: 117.60 J/(mol K)
H2 rotational entropy, classical: 12.77 J/(mol K)
H2 entropy from level sums: 130.42 J/(mol K)
H2 thermal enthalpy from level sums: 0.0876 eV
Chosen adsorption energy: -0.30 eV
dG with short correction: -0.0604 eV
dG with full correction: -0.1065 eV
Coverage with short correction: 0.913 (fraction)
Coverage with full correction: 0.984 (fraction)
Factor in theta/(1-theta), full/short: 6.02 (no unit)
```
